# A straight Mott-Schottky segment in a thin diode need not mean doping

**Q:** The capacitance-voltage curve you sent me, for a 100 nm hole diode, has a straight segment in $C^{-2}$ against $V$ from 0.625 to 0.685 V. Its slope gives $2.3\times10^{16}$ cm$^{-3}$. I conclude that the layer contains that many acceptors.

**A:** I calculated that curve for a layer with no acceptors at all. Which step takes you from the slope to a dopant density?

**Q:** The usual one. Let $C$ be capacitance per area, $\varepsilon$ the permittivity and $V$ the forward bias. Next to the blocking cathode, a width $W$ is emptied of holes and leaves acceptor charge $-qN_A$. Poisson's equation gives a potential drop $qN_AW^2/2\varepsilon$ across it, which equals $U_0-V$, where $U_0$ is the drop at zero bias. Since $C=\varepsilon/W$,

$$\frac{1}{C^2}=\frac{W^2}{\varepsilon^2}=\frac{2(U_0-V)}{q\varepsilon N_A},\qquad \frac{d(C^{-2})}{dV}=-\frac{2}{q\varepsilon N_A}.$$

I solve the second equation for $N_A$.

**A:** That derivation shows that uniform doping gives a straight line. You are using the converse. Without assuming dopants, the slope defines only a reading,

$$N_{\rm app}=-\frac{2}{q\varepsilon\,d(C^{-2})/dV}.$$

It is a dopant density if the capacitance changes because a depletion edge moves through dopants. In an undoped layer, holes injected by the anode can also change the capacitance.

**Q:** Below the built-in voltage hardly any current flows. How can injection matter there?

**A:** A small net current does not mean an empty layer. Holes diffuse in from the anode and the field pushes them back. Put the anode at $x=0$ and the cathode at $x=d$, with potential $\phi(0)=0$ and $\phi(d)=U=V_{\rm bi}-V$, where $V_{\rm bi}$ is the built-in voltage between the contacts. As long as the field at the cathode times $d$ is many times $V_t=kT/q$, drift and diffusion nearly cancel over most of the layer. With Boltzmann statistics, and no traps or electrons, this gives

$$p=p_0e^{-\phi/V_t},\qquad \phi''=-\frac{q}{\varepsilon}p,$$

where $p_0$ is the hole density at the anode. Multiply Poisson's equation by $2\phi'$. Because $p'=-p\phi'/V_t$, the right side becomes $+2qV_tp'/\varepsilon=2kTp'/\varepsilon$, so

$$(\phi'^2)'=\frac{2kT}{\varepsilon}p'\quad\Rightarrow\quad \phi'^2=E^2+\frac{2kT}{\varepsilon}p .$$

The constant is $E^2$, with $E$ the magnitude of the field at the cathode, where $p$ is negligible.

**Q:** For a capacitance you need $E$ as a function of voltage.

**A:** The thickness supplies it. Write $s=\phi'$, $B^2=2kTp_0/\varepsilon$ and $S=\sqrt{E^2+B^2}$, which is the value of $s$ at the anode. Differentiating $s^2-E^2=B^2e^{-\phi/V_t}$ gives $d\phi=-2V_ts\,ds/(s^2-E^2)$. With $dx=d\phi/s$,

$$d=2V_t\int_{s(d)}^{S}\frac{ds}{s^2-E^2}
=\frac{V_t}{E}\left[\ln\frac{s-E}{s+E}\right]_{s(d)}^{S}.$$

At the cathode $s$ is barely above $E$, so $s-E\simeq B^2e^{-U/V_t}/2E$ and $s+E\simeq2E$. At the anode $(S-E)(S+E)=B^2$, so the ratio there is $B^2/(S+E)^2$. Inserting both,

$$\frac{Ed}{V_t}=\ln\frac{B^2}{(S+E)^2}-\ln\frac{B^2}{4E^2}+\frac{U}{V_t},$$

$$U=Ed+2V_t\ln\frac{S+E}{2E}.$$

The charge per area on the cathode is $+\varepsilon E$. It falls when $V$ rises, so $C=-\varepsilon\,dE/dV=\varepsilon\,dE/dU$. Using $dS/dE=E/S$, the derivative of $\ln(S+E)$ is $(E/S+1)/(S+E)=1/S$. Therefore

$$\ell\equiv\frac{\varepsilon}{C}=\frac{dU}{dE}=d-\frac{2V_t}{E}+\frac{2V_t}{S}.$$

The injected layer shortens the effective capacitor by about $2V_t/E$. A weaker field lets it spread further. The last term is a correction for the finite anode density.

**Q:** So $C$ rises with forward bias, as it does when a depletion width shrinks. What does the slope formula make of it?

**A:** Since $C^{-2}=\ell^2/\varepsilon^2$ and $dE/dV=-1/\ell$, one factor of $\ell$ cancels:

$$\frac{d(C^{-2})}{dV}=\frac{2\ell}{\varepsilon^2}\frac{d\ell}{dE}\left(-\frac1\ell\right)=-\frac{2}{\varepsilon^2}\frac{d\ell}{dE}.$$

From $S^2=E^2+B^2$, the derivative of $1/S$ is $-E/S^3$. Thus

$$\frac{d\ell}{dE}=\frac{2V_t}{E^2}\left[1-\left(\frac ES\right)^3\right],$$

$$N_{\rm app}=\frac{\varepsilon}{q\,d\ell/dE}=\frac{\varepsilon E^2}{2kT}\,\frac{1}{1-(E/S)^3}\simeq\frac{\varepsilon E^2}{2kT}.$$

The last form needs $E\ll S$, which a strongly injecting anode provides. The reading is set by field, temperature and permittivity, with no dopant in it.

**Q:** Put numbers in.

**A:** Take relative permittivity 3, 300 K, $V_{\rm bi}=1$ V and $p_0=10^{19}$ cm$^{-3}$. At $V=0.3$ V the drift-diffusion solution has $E=0.0616$ MV/cm, or $6.16\times10^6$ V/m. With $\varepsilon=2.656\times10^{-11}$ F/m and $kT=4.14\times10^{-21}$ J,

$$\frac{\varepsilon E^2}{2kT}=\frac{2.656\times10^{-11}\,(6.16\times10^6)^2}{2\,(4.14\times10^{-21})}\ {\rm m^{-3}}
\simeq1.22\times10^{23}\ {\rm m^{-3}},$$

which is $1.22\times10^{17}$ cm$^{-3}$. The reading taken from the slope of the computed small-signal capacitance is also $1.22\times10^{17}$ cm$^{-3}$. At 0.1 V both are about $2.2\times10^{17}$ cm$^{-3}$.

**Q:** Then the reading changes with bias, and the plot should be curved. Where does my straight segment come from?

**A:** From an inflection. The reading falls as forward bias lowers $E$. Closer to flat band the current can no longer be neglected, and the equilibrium formula fails: it holds within 1% at 0.5 V, where $Ed/V_t\simeq15$, but the reading is 12% above it at 0.6 V, where $Ed/V_t\simeq11$. In this range the small-signal capacitance also departs from $-\varepsilon\,dE/dV$, whose reading would have its minimum of $1.7\times10^{16}$ cm$^{-3}$ near 0.70 V. All values below refer to the small-signal capacitance, which is what an impedance measurement gives. The full drift-diffusion calculation then gives a capacitance peak, here at 0.745 V. At the peak the slope of $C^{-2}$ vanishes and the reading diverges. A reading that first falls and later diverges has a minimum in between. There the slope of $C^{-2}$ has its largest magnitude, so its second derivative is zero and the curve is locally straight.

The minimum is $N_{\min}=2.26\times10^{16}$ cm$^{-3}$ at 0.66 V. Your segment is the range where the reading stays within 10% of it. A line fitted there misses the curve by at most 0.6% of the segment's total drop. The segment is only 60 mV long, about $2.3\,kT/q$. Its extrapolated voltage intercept is 1.08 V, although $V_{\rm bi}$ is 1.00 V.

**Q:** Perhaps the slope at least measures the injected hole density.

**A:** Not the density in the middle of the layer. At the minimum that is $1.0\times10^{15}$ cm$^{-3}$, some 23 times below the reading. Likewise $\varepsilon/C=77.5$ nm looks like a depletion width, but there is no doped region beyond it.

**Q:** If no dopant sets $N_{\min}$, what does?

**A:** Mostly thickness, temperature and permittivity. With constant mobility $\mu$ and the Einstein relation, the equations including current are

$$\frac{\partial p}{\partial t}=\mu\frac{\partial}{\partial x}\left(V_t\frac{\partial p}{\partial x}+p\frac{\partial\phi}{\partial x}\right),\qquad
\frac{\partial^2\phi}{\partial x^2}=-\frac q\varepsilon p .$$

Set $x=dX$, $\phi=V_t\Phi$, $t=(d^2/\mu V_t)\tau$ and $p=(\varepsilon V_t/qd^2)P$. All material constants drop out:

$$P_\tau=(P_X+P\Phi_X)_X,\qquad \Phi_{XX}=-P.$$

They survive in the boundary values. Let $P_0$ be the scaled anode density. For $P_0\gg1$ and a cathode density near zero, $P_0$ merely shifts the potential, because $P_0e^{-\Phi}=e^{-(\Phi-\ln P_0)}$ near the anode. One bias variable remains,

$$u=\frac{V_{\rm bi}-V}{V_t}-\ln P_0,$$

and the low-frequency capacitance is $C=(\varepsilon/d)\,c(u)$. Since $du/dV=-1/V_t$,

$$\frac{d(C^{-2})}{dV}=-\frac{d^2}{\varepsilon^2V_t}\frac{d(c^{-2})}{du},\qquad
N_{\rm app}=\frac{\varepsilon kT}{q^2d^2}\,\frac{2}{d(c^{-2})/du}.$$

The minimum of the last factor is a pure number $\gamma$, so

$$N_{\min}=\gamma\,\frac{\varepsilon kT}{q^2d^2}.$$

For 100 nm the density scale is $4.29\times10^{14}$ cm$^{-3}$ and the computed $\gamma$ is 52.6. Their product is the minimum reading, $2.26\times10^{16}$ cm$^{-3}$.

**Q:** Does the thickness law survive with real contact values?

**A:** Nearly. With $p_0$ and $V_{\rm bi}$ held fixed, the minimum is $8.9\times10^{16}$, $2.26\times10^{16}$, $5.7\times10^{15}$ and $1.43\times10^{15}$ cm$^{-3}$ for 50, 100, 200 and 400 nm. The fitted power of $d$ is $-1.985$. The coefficient drifts from 51.7 to 53.4 because $P_0$ is finite and grows as $d^2$.

The formula $\varepsilon E^2/2kT$ also gives $d^{-2}$ when compared at equal $qEd/kT$. At equal voltage this is only approximate, because the logarithm in $U$ depends on thickness.

**Q:** How do you know that injection is the cause, and not some other property of a thin layer?

**A:** Remove the injection. With $p_0$ lowered to $10^{13}$ cm$^{-3}$ and the thickness and built-in voltage unchanged, $C$ stays within 0.04% of its geometric value over the whole sweep from 0 to 1 V. With the injecting anode it reaches 1.39 times that value.

**Q:** Then can this method ever show doping in a thin layer?

**A:** Yes, if the doping is well above the floor. I added uniform acceptors to the same 100 nm diode. With $10^{17}$ cm$^{-3}$, the reading is $1.00\times10^{17}$ cm$^{-3}$ both at 0.3 V and at its minimum. With $10^{15}$ cm$^{-3}$ the minimum is $2.2\times10^{16}$, and with $10^{16}$ it is $2.0\times10^{16}$ cm$^{-3}$. By their minima alone, those two layers can hardly be told from the undoped one. At 0.3 V the second does stand out: it reads $6.5\times10^{16}$ cm$^{-3}$, against $1.22\times10^{17}$ cm$^{-3}$ without doping.

**Q:** The minimum goes down when you add acceptors?

**A:** Slightly, yes: by 4% and 11% in these two layers. That is a computed result, and I have no derivation of it.

A single bias point is also unsafe. At 0.3 V the undoped diode reads $1.22\times10^{17}$ cm$^{-3}$, close to the diode that really has $10^{17}$. The difference is that the undoped reading drops more than fivefold on the way to its minimum.

**Q:** What should I require before I report a dopant density?

**A:** For a diode with one injecting and one blocking contact, require

$$N_{\rm app}\gg\gamma\frac{\varepsilon kT}{q^2d^2},$$

and a reading that stays put when bias and thickness change. In terms of the Debye length $L_D=\sqrt{\varepsilon kT/q^2N_A}$ of the supposed doping, the first condition is $d\gg\sqrt\gamma\,L_D\simeq7.3\,L_D$. For $10^{15}$ cm$^{-3}$ the floor equals the doping at about 480 nm, so the layer must be clearly thicker than that. If doubling the thickness cuts the minimum reading about fourfold, the contact explains it.

**Q:** How close is your diode to a real polymer device?

**A:** The permittivity, thickness and hole mobility of $10^{-4}$ cm$^2$/Vs are rough values typical of polythiophene diodes. At that mobility, measuring at 10 kHz instead of the low-frequency limit raises $N_{\min}$ by 0.6%. The shift depends on $fd^2/\mu$ and grows fast: at 100 kHz, or at 10 kHz with a mobility of $10^{-5}$ cm$^2$/Vs, it is 58%, so $\gamma\simeq53$ holds only in the low-frequency limit. Real polymers break the assumption of a single transport energy. For Gaussian disorder of 0.07 eV and $10^{21}$ sites per cm$^3$, the ratio of diffusivity to mobility exceeds $kT/q$ by 1% at a hole density equal to $N_{\min}$, and by 30% at the anode density. The first figure suggests a shift of order 1% in the reading. Such disorder also makes the mobility rise with hole density. In the extended Gaussian disorder model, that effect alone lowers $N_{\min}$ by about 1%. While the anode injects strongly, the minimum depends little on the contact values: raising $p_0$ tenfold and lowering $V_{\rm bi}$ to 0.8 V together move $N_{\min}$ by 1.3%. A weaker anode matters more: with $p_0=10^{17}$ cm$^{-3}$, $N_{\min}$ is about 10% lower, and with $10^{16}$ cm$^{-3}$ it is about 10% higher. With $10^{15}$ cm$^{-3}$ it is four times as high, so $\gamma\simeq53$ does not apply to a poorly injecting anode.

Electron injection is negligible here for an assumed gap of 2.0 eV, which leaves a 0.88 eV electron barrier at the cathode if the levels are sharp. With the Gaussian disorder above for both carriers, the barrier to the centre of the electron levels is 0.80 eV, and the electron density at the cathode is still only about $1\times10^{9}$ cm$^{-3}$. A cathode that injects electrons well needs a two-carrier calculation, and $\gamma=53$ should not be carried over to it. Traps are also left out, and I have not sized their effect. The numerical output lists the remaining values.

**Q:** So the slope of my straight segment is no evidence for $2\times10^{16}$ acceptors per cm$^3$.

**A:** At this thickness, none, because an undoped layer gives the same slope. A second diode of 200 nm with the same contacts would help to decide. Without dopants its minimum reading should be near $6\times10^{15}$ cm$^{-3}$.

## Values computed for the example and the checks

```
relative permittivity 3.0, thickness 100 nm, T 300 K
thermal voltage kT/q = 25.85 mV; Vbi = 1.00 V; anode p0 = 1e19 cm^-3
geometric capacitance = 26.56 nF/cm2
density scale eps kT/(q^2 d^2) = 4.286e+14 cm^-3
undoped diode: V (V), E (MV/cm), C/Cgeo, N_app, eps E^2/2kT (cm^-3)
  0.1  0.0830  1.0562  2.214e+17  2.207e+17
  0.2  0.0723  1.0664  1.682e+17  1.678e+17
  0.3  0.0616  1.0807  1.219e+17  1.217e+17
  0.4  0.0507  1.1022  8.253e+16  8.246e+16
minimum reading N_min = 2.258e+16 cm^-3 at V = 0.660 V
  there C/Cgeo = 1.291, false depletion width eps/C = 77.5 nm
  true hole density at mid-layer there = 9.97e+14 cm^-3
capacitance peak: C/Cgeo = 1.392 at V = 0.745 V
straight segment 0.625 to 0.685 V, largest misfit 0.60 % of its drop
  line fit: N = 2.301e+16 cm^-3, voltage intercept = 1.077 V
thickness (nm), N_min (cm^-3), gamma = N_min q^2 d^2/(eps kT)
  50  8.873e+16  51.76
  100  2.258e+16  52.68
  200  5.697e+15  53.17
  400  1.431e+15  53.43
fitted power of thickness = -1.985
thickness whose floor is 1e15 cm^-3 = 475 nm
N_min(250 K)/N_min(300 K) = 0.8356; ratio of T = 0.8333
shift of N_min for p0 = 1e20 cm^-3 and Vbi = 0.8 V: 1.26 %
shift of N_min on halving mesh and bias step: -0.059 %
non-injecting anode (1e13 cm^-3): largest |C/Cgeo - 1| = 0.00031
true doping, minimum reading, reading at 0.3 V (cm^-3), 100 nm
  1e+15  2.171e+16  1.141e+17
  1e+16  2.002e+16  6.549e+16
  1e+17  1.000e+17  1.000e+17
mobility 1e-04 cm2/Vs; diffusion time d^2/D = 38.7 us
N_min measured at 1 kHz = 2.258e+16 cm^-3
N_min measured at 10 kHz = 2.272e+16 cm^-3
Gaussian disorder 0.07 eV, sites 1e+21 cm^-3: Einstein ratio
  1.012 at p = N_min, 1.296 at the anode density
site filling at anode = 1.0 %, hole barrier = 0.119 eV
gap 2.0 eV: electron barrier 0.881 eV, electron density at cathode 1.6e+06 cm^-3
largest cathode field in the sweep = 0.093 MV/cm
gamma for the 100 nm diode = 52.68
```
